Logarithmic growth of electron density in a hydrogen-doped degenerate oxide

## 1. From hydrogen equilibrium to the three-halves law

At 600 K, raising the hydrogen pressure over a model oxide from 1 to 10 000 Torr raises its electron density from 6.13×10¹⁹ to 1.34×10²⁰ cm⁻³, a factor of 2.19. The dilute mass-action law, in which the density follows the fourth root of pressure, would give a factor of ten. Nothing in the model saturates over this range: fewer than three proton sites in a thousand are filled at the top of it. The weak response comes from the electrons. Each added electron must enter the band near the Fermi level, and in a degenerate band that level rises steeply with density.

The reaction is

½ H₂(gas) ⇌ H⁺(oxide) + e⁻(band).

The model makes five assumptions. The temperature T is fixed and hydrogen is an ideal gas. The protons are dilute, do not interact, and occupy equivalent sites of density Ns. The conduction band is parabolic and isotropic, with mass m and two spin states per wavevector. Dissolved protons are the sole source of electrons, so that neutrality reads n = [H⁺]. Finally, the energies of the oxide do not depend on the mechanical pressure of the gas.

**Equilibrium.** Let a piece of oxide with M sites hold N protons and N electrons. If N ≪ M, double occupation can be ignored. Each proton then has M choices, and exchanging identical protons gives nothing new, so the number of arrangements is

Ω = M^N / N!.

Measure electron energies from the band edge E_c, and let g be the free energy of one proton on a given site, vibrations included. Each proton–electron pair removes half a molecule from the gas. The quantity to be minimised is therefore

Φ(N) = A_e(N) + N g − kT ln Ω − ½ N μ(p),

where A_e is the free energy of the electrons and μ(p) is the chemical potential of H₂. A uniform electrostatic potential would shift the proton and electron energies by opposite amounts, so it drops out of this sum.

For an ideal gas the volume per molecule is kT/p. At fixed temperature dμ = (kT/p) dp, and integration from a standard pressure p0 gives

μ(p) = μ(p0) + kT ln(p/p0).

The derivative of A_e with respect to N at fixed volume is the electron chemical potential, E_F − E_c. Write it as kTη. For large N, Stirling's formula gives d ln N!/dN = ln N, so

d(−ln Ω)/dN = ln N − ln M = ln(N/M) = ln(n/Ns).

Define the standard reaction free energy G = g − ½μ(p0). Setting dΦ/dN = 0 and dividing by kT yields

η + ln(n/Ns) = ½ ln(p/p0) − G/kT.  (1)

The stationary point is a minimum, because both η and ln N increase with N. The factor ½ on the right is there because one molecule supplies two protons. A negative G favours dissolution. G contains the energy of placing the electron at the band edge, while the cost of filling the band above the edge is carried by η.

Equation (1) was tested by minimising Φ numerically on 10⁸ sites, with N! evaluated through the gamma function, for the 100 Torr case of section 2. The density at the minimum agreed with the root of (1) to better than one part in 10⁴.

**Electrons in the band.** In a volume V, the allowed wavevectors have density V/(2π)³. With two spins, the number of states per volume inside a sphere of radius k is

2 (4πk³/3)/(2π)³ = k³/(3π²).  (2)

For a parabolic band k = (2mE/ħ²)^(1/2). Differentiating (2) with respect to E gives the density of states

(1/2π²) (2m/ħ²)^(3/2) √E.

Multiply by the Fermi occupation and set E = kT x:

n = (1/2π²) (2mkT/ħ²)^(3/2) ∫₀^∞ √x dx/(1 + e^(x−η)).

It is convenient to define

Nc = 2 [mkT/(2πħ²)]^(3/2),

F(η) = (2/√π) ∫₀^∞ √x dx/(1 + e^(x−η)).

The prefactors agree: 2 (2π)^(−3/2) (2/√π) = √2/π², and (1/2π²) 2^(3/2) = √2/π². Hence

n = Nc F(η).  (3)

As a test, the Fermi occupations of the discrete states in a periodic cube of side 40 nm were summed for the 100 Torr case. The sum agreed with (3) to within one part in a thousand.

Insert (3) into (1) and abbreviate L = ½ ln(p/p0):

η + ln F(η) = Λ,  Λ = L − G/kT + ln(Ns/Nc).  (4)

Raising η raises every occupation in the integral, so F increases. It tends to zero as η → −∞ and grows without limit as η → +∞. The left side of (4) thus rises strictly from −∞ to +∞, and each pressure has one solution. As p → ∞ at fixed T, Λ → ∞ and therefore η → ∞. High pressure drives the model into the degenerate regime whatever the value of G.

**The degenerate Fermi integral.** The next step replaces F by a power of η with a controlled error. For η > 0, split the integral at x = η. Below this point write the occupation as one minus the hole occupation, 1/(1 + e^(η−x)). Then

(√π/2) F = ∫₀^η √x dx − ∫₀^η √x dx/(1 + e^(η−x)) + ∫_η^∞ √x dx/(1 + e^(x−η)).

The first term is (2/3)η^(3/2). Put x = η − t in the second and x = η + t in the third:

(√π/2) F = (2/3) η^(3/2) + ∫₀^∞ D(t) dt/(1 + e^t).

Here D(t) = √(η+t) − √(η−t) for t < η, and D(t) = √(η+t) for t ≥ η. In both ranges D is positive, so F exceeds its leading term a η^(3/2), where

a = (2/√π)(2/3) = 4/(3√π).

An upper limit on D is needed as well. For t < η, multiply and divide by the sum of the roots:

D = 2t/[√(η+t) + √(η−t)].

The square of the denominator is 2η + 2√(η²−t²), which is at least 2η. Hence D ≤ 2t/√(2η) = √2 t/√η. For t ≥ η, D ≤ √(2t), and √t ≤ t/√η in this range, so the same limit holds.

The remaining integral follows from the geometric series 1/(1 + e^t) = e^(−t) − e^(−2t) + e^(−3t) − …, together with ∫₀^∞ t e^(−jt) dt = 1/j²:

∫₀^∞ t dt/(1 + e^t) = 1 − 1/4 + 1/9 − … = π²/6 − 2(1/4)(π²/6) = π²/12.

The alternating sum has been written as the sum of all inverse squares, π²/6, less twice its even terms. Now define the relative excess δ by

F = a η^(3/2) (1 + δ).  (5)

The integral of D contributes at most (2/√π)(√2/√η)(π²/12) to F. Dividing by a η^(3/2) multiplies this by 3√π/(4η^(3/2)), so

0 < δ ≤ √2 π²/(8η²).  (6)

The actual leading value is smaller than this limit. At fixed t, √η D(t) → t as η → ∞. Since √η D(t) never exceeds √2 t, whose weighted integral is finite, the limit may be taken under the integral. The factor √2 then disappears:

δ η² → π²/8.  (7)

Quadrature of the original Fermi integral satisfied (6) at six values of η from 0.3 to 100. At η = 100 it reproduced the coefficient in (7) to within 0.2 percent.

**A closed form.** Take the logarithm of (5), insert it into (4), and move ln a to the right:

η + (3/2) ln η + ln(1 + δ) = y,  (8)

y = Λ − ln a = L + b,  b = ln[Ns/(a Nc)] − G/kT.

Dropping ln(1 + δ) defines an approximate Fermi level η_W:

η_W + (3/2) ln η_W = y.  (9)

Multiply (9) by 2/3 and exponentiate. This gives η_W e^(2η_W/3) = e^(2y/3), and a further factor 2/3 brings it to

(2η_W/3) e^(2η_W/3) = (2/3) e^(2y/3).

The Lambert function W(z) is the positive solution of W e^W = z for z > 0. Therefore

η_W = (3/2) W[(2/3) e^(2y/3)],  n_W = Nc a η_W^(3/2).  (10)

The density error can be bounded without solving (4). From (4), n/Nc = F = e^(Λ−η). From (9), n_W/Nc = a e^(y−η_W) = e^(Λ−η_W), because y = Λ − ln a. Dividing,

ln(n/n_W) = η_W − η.

Subtract (8) from (9):

(η_W − η) + (3/2) ln(η_W/η) = ln(1 + δ).

The right side is positive, and the two terms on the left have the same sign, so both are positive and neither exceeds the right side. Since ln(1 + δ) ≤ δ,

0 < ln(n/n_W) ≤ √2 π²/(8η²).  (11)

The Lambert formula thus always lies below the full solution of this model when η > 0, by a relative amount that vanishes as η^(−2). The five pressures tabulated in the numerical output were tested against (11), and all satisfied it.

**The asymptotic law.** Divide (8) by η, using y = L + b:

L/η = 1 + [(3/2) ln η + ln(1 + δ) − b]/η.

As η → ∞ the bracket grows no faster than ln η, so L/η → 1. Equation (5) then gives

n/(Nc a L^(3/2)) = (η/L)^(3/2) (1 + δ) → 1.

To expose the physical constants, combine the numerical factors of Nc and a:

Nc a = 2 (2π)^(−3/2) [4/(3√π)] (mkT/ħ²)^(3/2) = [2^(3/2)/(3π²)] (mkT/ħ²)^(3/2).

The factor 2^(3/2) joins L^(3/2), and 2L = ln(p/p0). The result is

n ~ [m kT ln(p/p_r)/ħ²]^(3/2)/(3π²),  p → ∞ at fixed T,  (12)

where ~ means that the ratio of the two sides tends to one. The reference pressure p_r may be p0 or any other fixed pressure, because changing it adds a constant to a logarithm that grows without limit.

Equation (12) has a direct meaning. The gas supplies a chemical potential ½ kT ln p per hydrogen atom. In the limit, almost all of it is spent on raising the Fermi level, so the ratio of E_F − E_c to ½ kT ln p tends to one, although their difference keeps growing slowly. A parabolic band filled to the energy ½ kT ln p holds k³/(3π²) electrons per volume with k² = 2m(E_F − E_c)/ħ² = m kT ln p/ħ². Neither Ns nor G survives at leading order, because both enter (4) as constants beside a growing logarithm. They do control how distant the limit is.

The limit p → ∞ is a statement about the equations of the model. In an oxide the number of sites is finite, and the dilute assumption requires n ≪ Ns. Since (12) grows without bound, it must eventually violate that condition. For a real gas, p in (1) is to be read as the fugacity, the effective pressure that keeps the logarithmic form of the chemical potential. Whether a useful range remains between the onset of degeneracy and the filling of sites is a numerical question, and for the example it has a clear answer.

## 2. Finite pressure, worked numbers and limits of the model

The quantities carried over are these. The reduced Fermi level is η = (E_F − E_c)/kT, and n = Nc F(η), where Nc is the effective density of states and F the normalised Fermi integral. Proton sites have density Ns, and G is the standard free energy of dissolution at p0. With a = 4/(3√π), L = ½ ln(p/p0) and b = ln[Ns/(a Nc)] − G/kT, equilibrium reads

η + ln F = y + ln a,  y = L + b.

For large η, F = a η^(3/2)(1 + δ) with δ ≈ π²/(8η²). Dropping δ gives η_W + (3/2) ln η_W = y and n_W = Nc a η_W^(3/2). The limiting law is n ~ Nc a L^(3/2).

**The 100 Torr case.** The round parameters are m = 0.2 electron masses, T = 600 K, Ns = 5×10²² cm⁻³ and G = −0.10 eV at p0 = 760 Torr. They give kT = 0.05170 eV and Nc = 6.348×10¹⁸ cm⁻³. Then

b = ln[5×10²²/(0.7523 × 6.348×10¹⁸)] + 0.10/0.05170 = 9.256 + 1.934 = 11.190,

L = ½ ln(100/760) = −1.014,  y = 10.176.

Equation (9) can be solved without a Lambert routine. Newton's method applied to it gives

η_new = η (y + 3/2 − (3/2) ln η)/(η + 3/2).

For y > 1, start at η = 1, which lies below the root. The left side of (9) is increasing and concave, so its tangent lies above it and reaches y before the curve does. The iterates therefore rise towards the root without passing it. Here they are 4.67, 7.09, 7.212 and 7.213. This form also avoids the overflow of e^(2y/3) at very large y. The density is

n_W = 6.348×10¹⁸ × 0.7523 × 7.213^(3/2) = 9.25×10¹⁹ cm⁻³.

The full solution is η = 7.193, a Fermi level 0.372 eV above the band edge, and

n = 9.44×10¹⁹ cm⁻³ = 9.44×10²⁵ m⁻³.

The Lambert value is 2.0 percent below the full one, inside the 3.4 percent allowed by (11). Most of the gap can be removed. Linearising the left side of (9) gives (η_W − η)(1 + 3/(2η_W)) ≈ δ, and ln(n/n_W) = η_W − η, so

n ≈ n_W exp{[π²/(8η_W²)]/[1 + 3/(2η_W)]}.

The exponent is 0.0237/1.208 = 0.0196, and the corrected density is 9.43×10¹⁹ cm⁻³.

The classical formula follows from F = e^η, which turns (1) into n² = Nc Ns e^(−G/kT) (p/p0)^(1/2). It gives 8.92×10²⁰ cm⁻³, more than nine times too high within the model. The occupied fraction of sites, n/Ns = 0.0019, is small, so the failure lies in the classical treatment of the electrons.

**Response to pressure.** Differentiate η + ln n = ½ ln p + constant. Since d ln n = (F′/F) dη, we have dη = (F/F′) d ln n, and

s = d ln n/d ln p = ½/(1 + F/F′).  (13)

In the dilute limit F = e^η, so F/F′ = 1 and s = 1/4. In the degenerate limit F/F′ → 2η/3, which gives

s → 3/[2(3 + 2η)].  (14)

At 100 Torr, (14) gives 0.086, while finite differences of the full solution give 0.084. The thermal correction explains the difference: F′/F ≈ 3/(2η) − π²/(4η³) = 0.2019, and (13) then returns 0.084.

A tenfold rise from 100 to 1000 Torr supplies ½ ln 10 = 1.151 to the left side of (1). The Fermi level takes η from 7.193 to 8.160, a share of 0.967. The remaining 0.184 is the rise in ln n, which is a density factor of 1.20. In the dilute regime the two shares would be equal.

The same derivative tells how an error in any energy affects the density. Add a small term u, in units of kT, to the left side of (1). At fixed pressure, (1 + F/F′) d ln n = −du, hence

d ln n = −2s du.  (15)

Here 2s = 0.168. An uncertainty of 0.10 eV in G, or 1.93 kT, changes n by a factor of about 1.4. The insensitivity to pressure is also an insensitivity to G.

**How far away the pure power is.** A natural reference pressure absorbs b: p* = p0 e^(−2b) = 1.45×10⁻⁷ Torr, so that y = ½ ln(p/p*). The leading law with this reference gives 1.55×10²⁰ cm⁻³ at 100 Torr, 64 percent above the full solution. The excess arises because y is not η: the term (3/2) ln η takes 2.96 out of 10.18. As a test of the law's prefactor, the discrete states below energy y kT were counted in a periodic cube of side 120 nm. The count agreed with this leading density to within 1 percent.

As the pressure rises from 100 Torr, the full density does not reach 90 percent of the leading density until y = 100.2, which corresponds to a pressure of about 10⁸⁰ Torr. The leading density is then still 11 percent above the full one. That pressure has no physical content except to show that the pure three-halves power with the reference p* is out of reach for these parameters. The model density there would be 4.3×10²¹ cm⁻³, with 8.6 percent of the sites filled. The size of the error depends on the reference pressure. If p_r in (12) is treated as a fitting constant, the value 3.3×10⁻⁵ Torr keeps the law within 9 percent of the full solution from 1 to 10 000 Torr. That is a fit over a finite range and does not mean that the limit has been reached. For calculation, (10) or the full equation (4) should be used.

A plot of ln n against ln y would not show a slope of 3/2 either. Since ln p = 2y + constant, the slope is 2ys, which is 1.71 at 100 Torr. In the Lambert approximation it equals

(3/2)(η_W + (3/2) ln η_W)/(η_W + 3/2),

which exceeds 3/2 whenever ln η_W > 1. Another choice of reference pressure would change the slope again. A fitted power of the logarithm is thus a poor test of the mechanism at laboratory pressures.

The approach to the limit can be made explicit. Let v = b − (3/2) ln L. Equation (8) gives η = L + v to first order. Putting this back into ln η gives η ≈ L + v − 3v/(2L). Expanding (η/L)^(3/2)(1 + δ) to second order,

n/(Nc a L^(3/2)) = 1 + 3v/(2L) + [(3/8)v² − (9/4)v + π²/8]/L² + …  (16)

The first correction is −(9/4) ln L/L + (3/2) b/L. Full solutions at L = 10³, 10⁴ and 10⁵ were compared with this first-order form. The remainders, multiplied by L, had magnitudes 0.0004, 0.0010 and 0.0003. They do not fall steadily, and (16) shows why: v changes sign near L = 1700, and at L = 10³ the second-order terms largely cancel. The bracket in (16), divided by L, reproduces all three magnitudes. At L = 10⁵ the ratio itself is 0.99991.

**Coulomb energy.** The largest neglected effect that was sized is the interaction of the charges. Write K = e²/(4πε₀ε_r), with a rough static dielectric constant ε_r = 9. Two contributions set the scale.

The first is exchange between electrons of equal spin, taken at zero temperature. In a uniform gas with Fermi wavevector k_F = (3π²n)^(1/3), each electron is surrounded by a deficit of equal-spin density, (n/2)[3j₁(x)/x]², where x = k_F r and j₁ is a spherical Bessel function. This follows from summing plane waves over the Fermi sphere and squaring the result. With the factor ½ for counting pairs once, the energy per electron is

ε_x = −½ ∫₀^∞ (K/r)(n/2)[3j₁(x)/x]² 4πr² dr = −(πKn/k_F²) ∫₀^∞ 9 j₁²/x dx.

From j₀′ = −j₁ and j₁′ = j₀ − 2j₁/x one finds (j₀² + j₁²)′ = −4j₁²/x. Because j₀(0) = 1 and the other end values vanish, ∫ j₁²/x dx = 1/4. With n = k_F³/(3π²), ε_x = −3Kk_F/(4π). The energy per volume nε_x varies as n^(4/3), so its derivative with respect to n is 4/3 of ε_x:

Δμ_x = −K k_F/π = −0.072 eV at n = 9.44×10¹⁹ cm⁻³.

The second contribution is the attraction of each proton to the surrounding electrons. Give every proton a uniform sphere of charge −e and radius R = [3/(4πn)]^(1/3). In units of K/R, the attraction is −∫₀¹ 3r dr = −3/2, and the self-energy of the sphere is ∫₀¹ 3r⁴ dr = 3/5. The sum is −0.9K/R per proton. It again varies as n^(1/3), so the shift is

Δμ_s = −1.2 K/R = −0.141 eV.

The total, −0.213 eV, is −4.1 kT. Equation (15) predicts an increase in ln n of about 0.69, a doubling. The self-consistent solution gives a factor of 2.04. This is an estimate of scale and not a bound, since it leaves out electron correlation, screening beyond ε_r and the thermal motion of the protons. Two of its choices matter at the level of tens of percent. The sphere value is the limit of strong coupling, whereas K/(R kT) is only 2.3 here. A fluid of mobile charges in a uniform background, treated in the hypernetted-chain approximation, gives about −0.09 eV in place of −0.141 eV and lowers the factor to 1.7. In the other direction, electrons 0.37 eV above the band edge move too fast for the lattice to follow, so their exchange is better screened by the high-frequency dielectric constant, roughly 4 in indium oxide. That makes Δμ_x about −0.16 eV and raises the factor to 2.8 with the sphere value, or 2.4 with the fluid value. If G were fitted to a measured density, the fit would absorb the shift at that density and leave only its variation. That variation still matters for the pressure response. Because the shift varies as n^(1/3), it subtracts 4.1/3 from the denominator 1 + F/F′ in (13). With G refitted to keep n = 9.44×10¹⁹ cm⁻³ at 100 Torr, s rises from 0.084 to about 0.109 for the parabolic band, which is still well below the dilute value of 1/4.

The leading law survives this correction. Write the total shift as −c F^(1/3) in units of kT. For large L, F^(1/3) ≈ a^(1/3) √L, so η ≈ L + c a^(1/3) √L and

n/(Nc a L^(3/2)) ≈ 1 + (3/2) c a^(1/3)/√L.

A solution at L = 10⁸ confirmed this correction to within 1 percent. It dies more slowly than ln L/L, so with this shift the final approach to the law is slower and comes from above.

**Band shape.** For a band obeying E(1 + αE) = ħ²k²/(2m), equation (2) gives a zero-temperature density proportional to [E(1 + αE)]^(3/2). With a rough α = 0.5 eV⁻¹ and the Fermi level held at 0.372 eV, this zero-temperature density rises by (1.186)^(3/2) = 1.29; at 600 K the factor is 1.32. At fixed pressure the Fermi level falls in response, and the full solution gives 1.25. When αE ≫ 1 the density varies as E³, and the power of the logarithm becomes three instead of three halves. The numerical slope between L = 10⁵ and 2×10⁵ was 3.000. Parabolicity is thus a condition for the exponent itself.

**Smaller corrections.** Counting at most one proton per site replaces ln(n/Ns) by ln[n/(Ns − n)]. At 100 Torr this lowers n by 0.03 percent, but it finally holds n below Ns. A fixed background of 10¹⁹ cm⁻³ other donors raises n by 1.9 percent, or about 1.7×10¹⁸ cm⁻³. The background does not simply add, because the higher Fermi level expels most of a matching number of protons.

For the gas, a rough second virial coefficient B = 16 cm³/mol gives ln(fugacity/p) = Bp/(RT) = 0.0043 at 10 000 Torr. Multiplied by s = 0.069, this changes n by 0.03 percent. If the oxide is cooled to 300 K without losing protons, n is unchanged and η becomes 14.6. The Fermi level moves to 0.376 eV, slightly up, because less thermal smearing requires a higher level to hold the same density.

**Beside a real oxide.** The parameters are in the rough range of hydrogen-doped indium oxide, a transparent conductor with electron densities around 10²⁰ cm⁻³ and an effective mass of roughly 0.2 to 0.3 electron masses. Ns corresponds to about one site per oxygen atom. G was chosen to place the density in this range, so the agreement is not a prediction. If such a film receives its hydrogen during deposition, its proton content need not be in equilibrium with any gas. The model describes an anneal long enough for equilibrium. For its numbers, band shape alone moves n by about a quarter and Coulomb energy alone by a factor of roughly 1.7 to 2.8. The two effects reinforce each other. Together, with α = 0.5 eV⁻¹ and the total shift of −0.213 eV, they raise n by a factor of 3.3, and with G refitted s becomes 0.15. Over the alternative Coulomb estimates given above, the combined factor runs from 2.6 to 5.3 and s from 0.14 to 0.18. The pressure response stays below 1/4 but can be about twice the value of the bare model.

Hydrogen can also reduce the oxide to metal. With a rough reaction free energy of +0.3 eV per H₂ at 600 K, stability requires a water-to-hydrogen pressure ratio of at least e^(−0.3/0.0517) = 0.003, or 0.3 Torr of water at 100 Torr of hydrogen. An error of 0.05 eV changes this threshold by a factor of 2.6. Above the threshold, oxygen vacancies may still supply electrons. Their equilibrium follows the oxygen activity, which depends on the water-to-hydrogen ratio. A pressure series at fixed ratio and temperature therefore holds that activity constant, although the vacancy density can still change as the Fermi level moves. Vacancies in equilibrium, neutral hydrogen and dissolved molecules are not included in the numbers above. If any of them is abundant, n = [H⁺] or the assumed form of dissolved hydrogen must be revised before the formulas are used.

Numbers as computed

```
mass 0.2 m_e; T 600 K; kT 0.05170 eV
proton sites Ns 5.00e+22 cm^-3; G -0.10 eV at p0 760 Torr
effective density of states Nc 6.3484e+18 cm^-3
constant b 11.1903; p* 1.449e-07 Torr
main case p 100 Torr: L -1.0141, y 10.1763
eta 7.1926; Fermi level above edge 0.3719 eV
electron density n 9.4364e+19 cm^-3 = 9.4364e+25 m^-3
n/Ns 1.887e-03; n/Nc 14.864
Lambert density 9.2504e+19 cm^-3
leading-power density 1.5503e+20 cm^-3
classical quarter-power density 8.9247e+20 cm^-3
d ln n/d ln p 0.0840; d ln n/d ln y 1.709
p (Torr) | eta | n | n Lambert | n leading (cm^-3) | dln n/dln p
      1 | 5.322 | 6.128e+19 | 5.920e+19 | 1.055e+20 | 0.1047
     10 | 6.245 | 7.696e+19 | 7.500e+19 | 1.295e+20 | 0.0934
    100 | 7.193 | 9.436e+19 | 9.250e+19 | 1.550e+20 | 0.0840
   1000 | 8.160 | 1.134e+20 | 1.116e+20 | 1.821e+20 | 0.0760
  10000 | 9.144 | 1.340e+20 | 1.323e+20 | 2.105e+20 | 0.0693
dilute exponent 0.25000; exponent at eta 30.00: 0.02377
n/(Nc a L^1.5) at L = 1e5: 0.9999088
remainder times L at L = 1e3, 1e4, 1e5: 0.0004, 0.0010, 0.0003
leading power within 10% at y 100.2, log10(p/Torr) 80.2
  model density there 4.31e+21 cm^-3, n/Ns 0.086
Neglected effects at the main case (n changed / n):
site blocking 0.99968
Kane band, alpha 0.5 1/eV: 1.252; limiting power 3.000
exchange shift at n -0.0717 eV (eps_r 9)
ion-sphere shift at n -0.1409 eV
both Coulomb shifts, self-consistent 2.043
other donors 1.0e+19 cm^-3: 1.0185
virial 16 cm^3/mol at 10000 Torr: ln(fugacity/p) 4.28e-03
  resulting relative change of n 2.96e-04
300 K, frozen protons: eta 14.56, Fermi level 0.3764 eV
reduction energy 0.3 eV per H2: least H2O/H2 ratio 3.02e-03
  least water pressure at main case 0.302 Torr
```
